# Field-Emission Resistivity After Recessing a Contact into Falling Doping

## Problem

A metal contacts an n-type semiconductor. Below the original interface, the active donor density falls by one decade every $L=3$ nm,

$$N(z)=N_0\,10^{-z/L}.$$

Processing removes a further $d=2$ nm of semiconductor before the metal is deposited, so the contact meets less heavily doped material. The barrier height $\phi=0.60$ eV, measured from the Fermi level, is held fixed. Before the recess, $\phi/E_{00}=4$, where

$$E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}$$

is the tunnelling energy, $m$ the effective mass normal to the interface and $\varepsilon$ the permittivity.

(a) Treat each contact as if the donor density at its interface continued unchanged into the semiconductor. By what factor does the recess raise the exponential part of the field-emission contact resistivity?

(b) How sensitive is the answer to the starting ratio?

(c) Does the estimate survive the prefactor, room temperature and the actual grading of the doping?

For numbers, take relative permittivity 11.7 and $m=0.19\,m_e$, with $m_e$ the free-electron mass.

## Solution

### The barrier and its tunnelling exponent

Let $x$ be the distance from the interface into the semiconductor, and $u(x)$ the conduction-band edge measured from the Fermi level. Assume that all donors are ionized and that no electrons remain in the depletion region, of width $W$. For now, put the bulk band edge at the Fermi level. An electron has charge $-q$, so Poisson's equation for its potential energy is

$$u''=\frac{q^2N}{\varepsilon},\qquad u(W)=u'(W)=0 .$$

With uniform $N$, two integrations give

$$u(x)=\frac{q^2N}{2\varepsilon}(W-x)^2 .$$

The condition $u(0)=\phi$ fixes the width:

$$W=\sqrt{\frac{2\varepsilon\phi}{q^2N}},\qquad u(x)=\phi\left(1-\frac{x}{W}\right)^2 .$$

In the WKB approximation, an electron at the Fermi level crosses with probability $T=e^{-S}$, where

$$S=2\int_0^W\frac{\sqrt{2mu(x)}}{\hbar}\,dx
=\frac{2\sqrt{2m\phi}}{\hbar}\int_0^W\left(1-\frac{x}{W}\right)dx
=\frac{\sqrt{2m\phi}}{\hbar}\,W,$$

because the last integral is $W/2$. Inserting $W$,

$$S=\frac{\sqrt{2m\phi}}{\hbar}\sqrt{\frac{2\varepsilon\phi}{q^2N}}
=\frac{2\phi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{\phi}{E_{00}} .$$

In field emission, current is carried mainly by electrons near the Fermi level. The conductance per area therefore contains the factor $e^{-S}$, and the contact resistivity $\rho$, its inverse, contains $e^{\phi/E_{00}}$. The prefactor is treated below.

### (a) The effect of the recess

The donor density at the new interface is

$$N_1=N_0\,10^{-d/L}=N_0\,10^{-2/3}=0.215\,N_0 .$$

Since $E_{00}\propto\sqrt N$ at fixed $m$ and $\varepsilon$, the tunnelling energy falls by the square root of this ratio. Write $b=\phi/E_{00}$ before the recess and $b_1$ after it. Then

$$b_1=b\,10^{d/(2L)}=4\times10^{1/3}=8.62 .$$

The resistivity factor follows from the difference of exponents:

$$F=e^{b_1-b}=\exp\left[b\left(10^{d/(2L)}-1\right)\right]
=e^{4.62}\approx 101 .$$

The exponential part of the resistivity thus rises roughly a hundredfold, although the doping falls by less than a factor of five. The barrier is no higher; it is wider.

In numbers, $E_{00}$ falls from $0.60/4=0.150$ eV to $0.60/8.62=0.070$ eV. Solving the definition of $E_{00}$ for the density gives

$$N_0=\frac{4m\varepsilon E_{00}^2}{q^2\hbar^2}=1.45\times10^{20}\ \text{cm}^{-3},$$

and $N_1=3.13\times10^{19}\ \text{cm}^{-3}$. The depletion width grows from 2.31 to 4.98 nm.

For a very shallow recess one may expand

$$10^{d/(2L)}-1=e^a-1\approx a,\qquad a=\frac{d\ln10}{2L}.$$

Here $a=0.768$, which is not small. The linear form gives $e^{4a}=21.5$, about a fifth of the full result. The neglected terms add $4(e^a-1-a)=1.55$ to the exponent, and $e^{1.55}\approx4.7$.

### (b) Sensitivity to the starting ratio

With $d/L$ fixed, $\ln F=1.154\,b$. Raising $b$ by one therefore multiplies $F$ by $e^{1.154}\approx3.2$.

| $b$ before | $b_1$ after | Factor $F$ |
|---:|---:|---:|
| 3 | 6.46 | 32 |
| 4 | 8.62 | 101 |
| 5 | 10.77 | 321 |

At fixed $\phi$, $m$ and $\varepsilon$, a different $b$ means a different starting density, $N_0\propto b^{-2}$. In this locally uniform estimate, a contact that begins with weaker doping is hurt more by the same recess.

### (c) First correction: filled states in the bulk

At these densities the bulk Fermi level lies above the band edge by an energy $\zeta$. For a conduction band like that of silicon, with six valleys of masses 0.19, 0.19 and $0.92\,m_e$, the zero-temperature values are $\zeta=0.095$ eV before the recess and 0.034 eV after it.

The total band bending is now $V=\phi+\zeta$. Measured from the bulk band edge, the potential is $V(1-x/W)^2$ and the Fermi-level electron has energy $\zeta$. Set $y=\sqrt V(1-x/W)$, so that $dx=-W\,dy/\sqrt V$. The earlier result with $\phi$ replaced by $V$ gives $\sqrt{2m}\,W/\hbar=\sqrt V/E_{00}$. Hence

$$S=\frac{2}{E_{00}}\int_{\sqrt\zeta}^{\sqrt V}\sqrt{y^2-\zeta}\,dy
=\frac{1}{E_{00}}\left[\sqrt{V\phi}-\zeta\,\operatorname{arcosh}\sqrt{\frac V\zeta}\right],$$

where $V-\zeta=\phi$ was used at the upper limit. The exponents become 3.26 and 7.81, and their difference gives a factor of 95. Both barriers become more transparent, but the ratio changes little. This still treats the layer as fully depleted, although electrons remain where the band edge lies below the Fermi level. Including their charge in the zero-temperature Thomas–Fermi approximation gives exponents of 3.47 and 8.06, and a factor of 99.

WKB also omits reflection factors of order one. A numerical solution of the Schrödinger equation for the two fully depleted barriers gives a transmission ratio of 84, so these factors largely cancel. In that calculation the metal had the same mass, $0.19\,m_e$, and a kinetic energy of 5 eV at the Fermi level.

### The prefactor and temperature

Tunnelling conserves the momentum parallel to an ideal flat interface. Let $E$ be the energy of motion normal to it, including the band-edge energy and measured from the Fermi level, and let $E_t$ be the transverse kinetic energy. Each transverse state contributes $(q^2/h)\int T(E)[-f'(E+E_t)]\,dE$ to the conductance, where $f$ is the Fermi function. Including spin, a valley has $m_t/(\pi\hbar^2)$ transverse states per area and energy, where $m_t$ is the geometric mean of its two transverse masses. Since

$$\int_0^\infty[-f'(E+E_t)]\,dE_t=f(E),$$

the contact resistivity obeys, provided the metal has a state to match each transverse momentum,

$$\frac1\rho=\frac{q^2}{h}\sum_{\text{valleys}}\frac{m_t}{\pi\hbar^2}
\int_{-\zeta}^{\infty}T(E)f(E)\,dE .$$

For a (100) surface, four valleys have normal mass $0.19\,m_e$ and two have $0.92\,m_e$. The exponent scales as $\sqrt m$, so in the simple model of part (a) the heavy valleys have exponents 8.8 and 19.0. They transmit far less than the light ones.

To see how the prefactor changes, expand $S$ about the Fermi level: $T(E)\approx T(0)e^{\beta E}$, with $\beta=-dS/dE$. Differentiating the action integral with respect to electron energy at fixed barrier gives

$$\beta=\frac1{E_{00}}\int_{\sqrt\zeta}^{\sqrt V}\frac{dy}{\sqrt{y^2-\zeta}}
=\frac{1}{E_{00}}\operatorname{arcosh}\sqrt{\frac V\zeta} .$$

This is 11.0 eV$^{-1}$ before the recess and 30.8 eV$^{-1}$ after it. At low temperature, states are filled from $-\zeta$ to zero, so

$$\int_{-\zeta}^{0}T(E)\,dE\approx T(0)\,\frac{1-e^{-\beta\zeta}}{\beta} .$$

The product $\beta\zeta$ is about 1.05 in both cases. The numerator therefore cancels from the ratio, leaving an extra resistivity factor of $30.8/11.0=2.8$. Multiplying by 95 gives about 265. The full integral at 10 K, with both kinds of valley, gives 261. A hundredfold rise is thus an estimate of the exponential factor, not of the complete low-temperature resistivity.

Warming acts the other way. A few $k_BT_a$ above the Fermi level, where $T_a$ is the absolute temperature, $f$ falls as $e^{-E/k_BT_a}$ while $T(E)$ rises. With the slope $\beta$ taken at the Fermi level, their product falls as $e^{-(1/k_BT_a-\beta)E}$. At 300 K, $1/k_BT_a$ is about 38.7 eV$^{-1}$, so this net decay rate is about 28 eV$^{-1}$ before the recess but only 8 eV$^{-1}$ after it. Since $\beta$ decreases as $E$ rises, the second tail is in fact shorter than this linear estimate says, but it remains the longer of the two. Thermally excited electrons help the wider barrier more.

The full uniform-doping calculation at 300 K gives $1.5\times10^{-8}\ \Omega\,\text{cm}^2$ before and $1.9\times10^{-6}\ \Omega\,\text{cm}^2$ after, a factor of 125. Its closeness to 101 is partly a cancellation between the prefactor and thermal assistance. These values, and the 300 K resistivities below, assume full depletion. Solving Poisson's equation with the remaining electrons included raises the resistivities by about 40 to 60 percent. The uniform factor becomes 138, while the factors for the graded profiles below hardly change.

### Image force

An electron outside a metal is attracted by its image. In the semiconductor this adds $-q^2/(16\pi\varepsilon x)$ to $u(x)$, if the static permittivity is used. With the bulk band edge again at the Fermi level, the exponents become 3.17 and 7.69, and the factor is 92. Each exponent drops by somewhat less than one, so the absolute resistivity is affected more than the ratio.

### The actual doping profile

Local uniform doping requires $W$ to be much smaller than the length over which $N$ falls by a factor $e$,

$$\ell=\frac{L}{\ln10}=1.30\ \text{nm}.$$

The calculated widths are 2.31 and 4.98 nm, so the condition fails for both contacts.

The failure is more than a small correction. For any doping profile, integrating Poisson's equation twice gives

$$u(0)=\frac{q^2}{\varepsilon}\int_0^W xN(x)\,dx .$$

For a pure exponential starting at $N_0$, the integral cannot exceed $N_0\ell^2$. From the uniform result, $q^2N_0/\varepsilon=2\phi/W^2$. The largest band bending available is therefore

$$2\phi\frac{\ell^2}{W^2}=1.20\times\left(\frac{1.30}{2.31}\right)^2\approx0.38\ \text{eV},$$

less than the required 0.60 eV. The falling profile alone cannot support the barrier. Deeper doping must supply the rest.

The direction of the error at each depth can also be found. Multiply $u''=q^2N/\varepsilon$ by $2u'$ and integrate from the depletion edge:

$$(u')^2=\frac{2q^2}{\varepsilon}\int_0^u N\,dv \le\frac{2q^2N_s}{\varepsilon}\,u ,$$

where $v$ is the band energy as integration variable, $N$ is taken at the depth where the band energy equals $v$, and $N_s$ is the interface density, the largest in the profile. Changing the integration variable in the action from $x$ to $u$ gives

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^\phi\frac{\sqrt u}{|u'|}\,du .$$

A smaller slope means a larger $S$. Grading therefore makes each barrier more opaque than the uniform estimate says. The effect on the ratio depends on the deeper doping.

Suppose that the density falls as stated until it reaches a constant floor $N_f$. The table gives exponents with the bulk band edge at the Fermi level. The last column is the full resistivity factor at 300 K, including the bulk Fermi level.

| Doping model | $S$ before | $S$ after | $e^{\Delta S}$ | Full factor, 300 K |
|---|---:|---:|---:|---:|
| Locally uniform | 4.00 | 8.62 | 101 | 125 |
| Floor $10^{19}$ cm$^{-3}$ | 10.90 | 15.02 | 62 | 28 |
| Floor $3\times10^{19}$ cm$^{-3}$ | 7.75 | 8.80 | 2.9 | 2.6 |

With the higher floor, the recessed interface has a density of $3.13\times10^{19}$ cm$^{-3}$, already close to the floor. The uniform model is then good after the recess, but poor before it. The original contact had a thin, highly doped surface layer, yet most of its depletion region lay in weaker doping. Removing that layer costs a factor of about three, not a hundred.

The hundredfold result does apply, as an estimate of the exponential factor, to two separate contacts on uniformly doped material with densities $N_0$ and $N_1$. For a recess into one graded profile, both depletion widths must be short compared with $\ell$. At $b=4$,

$$W=\frac{b\hbar}{\sqrt{2m\phi}} .$$

Bringing even the first width down from $1.77\,\ell$ to $0.3\,\ell$ would require $m\phi$ to be about 35 times larger. The stated decay length and these material parameters are therefore incompatible with local uniformity.

### Comparison with a real contact

The parameters are rough values for a metal silicide on heavily doped n-type silicon. A barrier near 0.6 eV and active doping near $10^{20}$ cm$^{-3}$ are reasonable for that case, and a resistivity of order $10^{-8}\ \Omega\,\text{cm}^2$ is plausible for a good contact. A decade per 3 nm starting right at the interface is a severe profile. Within the model, it raises the 300 K resistivity before the recess from $1.5\times10^{-8}$ to $8.4\times10^{-6}\ \Omega\,\text{cm}^2$ for the lower floor, or to $8.4\times10^{-7}\ \Omega\,\text{cm}^2$ for the higher one.

If instead a plateau of density $N_0$ extended beyond the recess by more than the depletion width, both contacts would have the same barrier under full depletion, and the recess would cost nothing. Including the bulk Fermi energy, that width is about 2.5 nm, so a plateau of at least 4.5 nm would be needed for a 2 nm recess. The remaining electrons blur the depletion edge, so a somewhat thicker plateau is better. Include their charge, and let the density fall by a decade per 3 nm below the plateau to either floor. The band edge then has a minimum inside the plateau, below its value in the deeper material, and the result depends on which states feed the contact. If scattering keeps all states down to that minimum supplied, the recess still raises the 300 K resistivity by about 27 percent for a 4.5 nm plateau and 6 percent for a 5.5 nm one. If only electrons above the band edge of the deeper material contribute, the rise is about 5 to 6 percent and 1 percent. In that case the resistivity itself is higher: $3.9\times10^{-8}\ \Omega\,\text{cm}^2$ for the higher floor and $7.7\times10^{-8}\ \Omega\,\text{cm}^2$ for the lower one, against $2.2\times10^{-8}\ \Omega\,\text{cm}^2$.

Three other assumptions matter. A recess may change the barrier height: in the simple uniform model, an increase of 0.05 eV after the recess adds $0.05/0.070\approx0.7$ to the exponent and doubles the resistivity. Donors are also discrete. Their mean spacing is 1.9 nm before the recess and 3.2 nm after it, comparable with the depletion widths. The smooth charge density used here leaves out the resulting variation from place to place, whose effect has not been calculated. Finally, the mass is taken as constant even 0.6 eV below the band edge, where a parabolic band is doubtful. Suppose instead that the decay constant $\kappa$ of the wave function obeys $\hbar^2\kappa^2/2m=w(1-\alpha w)$, where $w$ is the energy below the band edge. With the illustrative value $\alpha=0.5$ eV$^{-1}$, the exponents of part (a) become 3.68 and 7.93, and the factor falls from 101 to 70.

The numerical output below lists the main computed values.

## Computed values

```
Barrier height: 0.60 eV
Relative permittivity: 11.7
Light, heavy normal mass: 0.19, 0.92 m_e
Doping decade length: 3.0 nm; recess: 2.0 nm
Doping e-fold length: 1.303 nm
Density ratio after/before: 0.2154
Before: donor density 1.451e+20 cm^-3
Before: E00 0.1500 eV
Before: depletion width 2.312 nm
Before: peak field 5.19 MV/cm
Before: WKB exponent 4.000
Before: mean donor spacing 1.90 nm
After: donor density 3.126e+19 cm^-3
After: E00 0.0696 eV
After: depletion width 4.982 nm
After: peak field 2.41 MV/cm
After: WKB exponent 8.618
After: mean donor spacing 3.17 nm
Exponent increase: 4.618
Field-emission resistivity factor: 101.3
Factor from linearized exponent: 21.5
Factor if starting ratio is 3: 31.9
Factor if starting ratio is 5: 321.2
Fermi energy at 0 K, before/after: 0.0949, 0.0341 eV
Degenerate exponents: 3.259, 7.811
Factor with degeneracy, WKB: 94.8
Factor with degeneracy, wave equation: 83.8
Image-force exponents: 3.168, 7.687
Factor with image force: 91.7
Heavy-valley exponents: 8.80, 18.96
Thermal energy at 300 K: 0.0259 eV
Uniform, 300 K, before: 1.50e-08 ohm cm^2
Uniform, 300 K, after: 1.87e-06 ohm cm^2
Uniform, full factor at 300 K: 124.6
Uniform, full factor at 10 K: 260.8
Graded, floor 1e+19 cm^-3:
  exponents before/after: 10.90, 15.02
  exponential factor: 61.6
  300 K before/after: 8.42e-06, 2.35e-04 ohm cm^2
  full factor at 300 K: 27.9
Graded, floor 3e+19 cm^-3:
  exponents before/after: 7.75, 8.80
  exponential factor: 2.9
  300 K before/after: 8.43e-07, 2.20e-06 ohm cm^2
  full factor at 300 K: 2.6
```
